# Second-harmonic power fraction of an ideal graphene frequency doubler

## Question

A graphene transistor has a small, constant drain bias $V_D$. Its gate voltage $V$ is measured from the charge-neutrality (Dirac) point, where the channel changes from hole to electron conduction. In the ideal model the drain current is

$$I=k|V|,\qquad V=A\sin\omega t,$$

with constant $k>0$. The current passes through a load resistance $R_L$ that is the same at every frequency and too small to alter the current. Alternating output power means the time-averaged load power that remains after the dc contribution is removed.

(a) Relate $k$ to the device parameters. Find the dc current and the alternating output power, and show that there are no odd harmonics.

(b) Find the fraction $F$ of the alternating output power carried by the component at $2\omega$.

(c) Find the amplitudes of all the even harmonics and verify that their powers add up to the alternating power of part (a).

(d) Find how $F$ changes (i) when the slopes for electrons and holes are $k(1+a)$ and $k(1-a)$, and (ii) when the bias misses the Dirac point by a small voltage $\delta A$.

(e) Evaluate the currents and powers for a 5 µm by 5 µm channel under 20 nm of MgO. Take relative permittivity 10, mobility 2000 cm²/Vs, $V_D=0.10$ V, $A=2.0$ V, $\omega/2\pi=1.0$ MHz and $R_L=50$ Ω.

(f) Discuss how residual carriers, the Fermi energy of graphene, series resistance and capacitive feedthrough alter the answer for this device.

## Model answers

### (a) Current, dc part and alternating power

The gate and channel form a capacitor with capacitance $C$ per unit area. If the whole gate voltage falls across the insulator, the mobile charge per area is $C|V|$: electrons for $V>0$, holes for $V<0$. With the same constant mobility $\mu$ for both, the sheet conductivity is $\mu C|V|$. A channel of width $W$ and length $L$ then has conductance $G=\mu C|V|W/L$, and $I=GV_D$ gives

$$k=\mu C\frac{W}{L}V_D .$$

This requires $V_D$ to be small compared with the gate swing, so that the charge is nearly uniform along the channel for most of the cycle; only close to the zero crossings, where $|V|$ is comparable with $V_D$, does this fail.

Write $\theta=\omega t$ and $I_0=kA$. Then $I=I_0|\sin\theta|$. Since $|\sin(\theta+\pi)|=|\sin\theta|$, the current repeats twice per drive cycle. Under the same shift, $\cos n\theta$ and $\sin n\theta$ are multiplied by $(-1)^n$. For odd $n$, the two halves of each Fourier integral therefore cancel, and no odd harmonics remain.

The average over one half cycle equals the average over the full cycle:

$$I_{\rm dc}=\frac{I_0}{\pi}\int_0^\pi\sin\theta\,d\theta
=\frac{I_0}{\pi}\,[-\cos\theta]_0^\pi=\frac{2I_0}{\pi}.$$

The mean square is

$$\langle I^2\rangle=I_0^2\langle\sin^2\theta\rangle
=I_0^2\left\langle\frac{1-\cos2\theta}{2}\right\rangle=\frac{I_0^2}{2}.$$

The alternating current is $I-I_{\rm dc}$, so its power is

$$P_{\rm ac}=R_L\left(\langle I^2\rangle-2I_{\rm dc}\langle I\rangle+I_{\rm dc}^2\right)
=R_L\left(\langle I^2\rangle-I_{\rm dc}^2\right),$$

because $\langle I\rangle=I_{\rm dc}$. Hence

$$P_{\rm ac}=R_LI_0^2\left(\frac12-\frac4{\pi^2}\right)
=R_LI_0^2\,\frac{\pi^2-8}{2\pi^2}.$$

### (b) The second-harmonic fraction

The cosine coefficient at $2\omega$ is

$$a_2=\frac{I_0}{\pi}\int_0^{2\pi}|\sin\theta|\cos2\theta\,d\theta
=\frac{2I_0}{\pi}\int_0^\pi\sin\theta\cos2\theta\,d\theta,$$

since both half cycles contribute equally. Use $\sin\theta\cos2\theta=\frac12(\sin3\theta-\sin\theta)$, together with $\int_0^\pi\sin p\theta\,d\theta=2/p$ for odd $p$:

$$a_2=\frac{2I_0}{\pi}\cdot\frac12\left(\frac23-2\right)=-\frac{4I_0}{3\pi}.$$

The sine coefficient vanishes. About $\theta=\pi/2$ the current is even and $\sin2\theta$ is odd, so their product integrates to zero over each half cycle. The negative sign of $a_2$ is a phase: the current has its minimum at $\theta=0$, where $\cos2\theta$ has its maximum.

Different harmonics are orthogonal, so their average powers add without cross terms. A sinusoid of amplitude $|a_2|$ has mean square $a_2^2/2$, which gives

$$P_2=\frac{R_La_2^2}{2}=\frac{8R_LI_0^2}{9\pi^2}.$$

Therefore

$$F=\frac{P_2}{P_{\rm ac}}
=\frac{8}{9\pi^2}\cdot\frac{2\pi^2}{\pi^2-8}
=\boxed{\frac{16}{9(\pi^2-8)}\approx95.1\,\%}.$$

Both powers are proportional to $R_LI_0^2$, so the load, drive amplitude and slope cancel. The drive frequency cancels because the model responds instantly and the load is the same at all harmonics.

The denominator matters. The total load power including dc is $R_LI_0^2/2$, and the second harmonic is $16/(9\pi^2)\approx18.0\,\%$ of that. Nor is $F$ a power gain: it compares two parts of the output and says nothing about the power supplied to the gate.

### (c) The remaining harmonics

For $m\ge1$, use $\sin\theta\cos2m\theta=\frac12[\sin(2m+1)\theta-\sin(2m-1)\theta]$. Then

$$a_{2m}=\frac{2I_0}{\pi}\left(\frac1{2m+1}-\frac1{2m-1}\right)
=-\frac{4I_0}{\pi(4m^2-1)}.$$

The fourth harmonic has $m=2$ and amplitude $4I_0/(15\pi)$, one fifth of the second. Its power is thus $P_2/25$, or 3.8 % of the alternating power. The sixth and higher harmonics share the remaining 1.1 %.

To add all the powers, we need the sum of inverse squares of the odd integers. The square wave $\operatorname{sgn}(\sin\theta)$ has sine coefficients

$$\frac2\pi\int_0^\pi\sin p\theta\,d\theta=\frac4{\pi p}\qquad(p\ \text{odd})$$

and no other harmonics. Its mean square is 1, so

$$1=\frac12\sum_{p\ \rm odd}\frac{16}{\pi^2p^2},\qquad
\sum_{p\ \rm odd}\frac1{p^2}=\frac{\pi^2}{8}.$$

Now write

$$\frac1{4m^2-1}=\frac12\left(\frac1{2m-1}-\frac1{2m+1}\right)$$

and square it:

$$\frac1{(4m^2-1)^2}=\frac14\left[\frac1{(2m-1)^2}+\frac1{(2m+1)^2}-\frac2{4m^2-1}\right].$$

Summed over $m$, the first term in the bracket gives $\pi^2/8$. The second gives $\pi^2/8-1$, because $p=1$ is missing. The third is a telescoping sum equal to 1. Thus

$$\sum_{m=1}^\infty\frac{a_{2m}^2}{2}
=\frac{8I_0^2}{\pi^2}\cdot\frac14\left(\frac{\pi^2}{4}-2\right)
=I_0^2\,\frac{\pi^2-8}{2\pi^2},$$

in agreement with part (a).

A parabolic characteristic is a useful comparison. If $I\propto V^2$, then $\sin^2\theta=\frac12-\frac12\cos2\theta$, and the second harmonic carries all the alternating power. The missing 4.9 % in the ideal doubler is the price of replacing a parabola by a V-shaped characteristic.

### (d) Unequal slopes and a bias error

**Unequal slopes.** Both branches are contained in $I=k(|V|+aV)$: for positive $V$ the slope is $k(1+a)$, and for negative $V$ the current is $k(1-a)|V|$. The new term adds $aI_0\sin\theta$, a component at the drive frequency. It leaves the even harmonics unchanged and adds $R_La^2I_0^2/2$ to the alternating power. Hence

$$\frac{P_1}{P_2}=\frac{a^2}{(4/3\pi)^2}=\left(\frac{3\pi a}{4}\right)^2,$$

$$F_a=\frac{P_2}{P_{\rm ac}+R_La^2I_0^2/2}
=\frac{F}{1+a^2/(1-8/\pi^2)}.$$

For $a=0.05$, the fundamental has 1.4 % of the second-harmonic power and $F_a=93.85\,\%$. In the limit $a=1$ one branch is absent, the device is a half-wave rectifier, and the fraction falls to about 15 %.

**Bias error.** Now $I/I_0=|\sin\theta+\delta|$, with $0<\delta\ll1$. Except close to the zero crossings,

$$|\sin\theta+\delta|=|\sin\theta|+\delta\operatorname{sgn}(\sin\theta).$$

From part (c), the square wave has fundamental amplitude $4/\pi$. To leading order,

$$\frac{P_1}{P_2}=\frac{(4\delta/\pi)^2}{(4/3\pi)^2}=9\delta^2.$$

The change in $F$ is also of order $\delta^2$, so the small intervals near the crossings must be kept. The approximation fails where $\sin\theta=-x$ with $0<x<\delta$. There the true value is $\delta-x$ and the approximate one is $x-\delta$, so $2(\delta-x)$ must be added. At each of the two crossings $d\theta\simeq dx$, and the missing area is $\int_0^\delta2(\delta-x)\,dx=\delta^2$. The total area $2\delta^2$ has two consequences:

$$\frac{I_{\rm dc}}{I_0}\simeq\frac2\pi+\frac{\delta^2}{\pi},\qquad
\frac{a_2}{I_0}\simeq-\frac4{3\pi}+\frac{2\delta^2}{\pi}
=-\frac4{3\pi}\left(1-\frac32\delta^2\right).$$

The second follows because $\cos2\theta\simeq1$ at both crossings. The mean square is $\langle(\sin\theta+\delta)^2\rangle=\frac12+\delta^2$. Subtracting the square of the dc part gives

$$\frac{P_{\rm ac}}{R_LI_0^2}\simeq\frac12-\frac4{\pi^2}
+\delta^2\left(1-\frac4{\pi^2}\right).$$

Since $P_2$ is reduced by the factor $1-3\delta^2$,

$$F_\delta\simeq F\left[1-\delta^2\left(3+\frac{1-4/\pi^2}{1/2-4/\pi^2}\right)\right]
\simeq F(1-9.3\,\delta^2).$$

The result is even in $\delta$, as it must be: reversing the bias error merely exchanges the two equal branches.

### (e) The MgO-gated example

The gate capacitance is

$$C=\frac{\varepsilon_0\varepsilon_r}{d}=0.4427\ \mathrm{\mu F/cm^2}.$$

With $W/L=1$, multiplying by 2000 cm²/Vs and 0.10 V gives $k=88.54$ µA/V. The remaining currents are

$$I_0=88.54\times2.0=177.1\ \mathrm{\mu A},\qquad
I_{\rm dc}=\frac{2I_0}{\pi}=112.7\ \mathrm{\mu A},$$

$$|a_2|=\frac{4I_0}{3\pi}=75.16\ \mathrm{\mu A}.$$

The second-harmonic power follows from this amplitude:

$$P_2=\tfrac12(50\ \Omega)(75.16\times10^{-6}\ \mathrm A)^2=141.2\ \mathrm{nW}.$$

The alternating power is $50\times(177.1\times10^{-6})^2\times0.094715$ W, or 148.5 nW, and the ratio is again 95.1 %. The dc load power is much larger, 635.5 nW.

### (f) What a real device changes

**Rounding of the minimum.** Charged impurities leave puddles of electrons and holes at the neutrality point. A simple interpolation for the carrier density is $\sqrt{n^2+n_0^2}$, where $n$ is the gate-induced density and $n_0$ the residual density. For $n\ll n_0$ it becomes $n_0+n^2/(2n_0)$, which is parabolic and moves $F$ towards 100 %. Here $n_0=5\times10^{11}$ cm⁻², against a peak gate-induced density of $5.5\times10^{12}$ cm⁻², and $F$ rises to 96.0 %. A higher fraction need not mean a stronger signal: when $n_0$ is large, the alternating part $n^2/(2n_0)$ is small.

**Fermi energy.** Part of the gate voltage must raise the Fermi energy. Graphene has four states per wavevector, from spin and valley, so $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$. With $E_F=\hbar v_Fk_F$,

$$|V|=\frac{en}{C}+\frac{\hbar v_F\sqrt{\pi n}}{e}.$$

This relation holds at zero temperature. At small $n$ the square root then dominates, so $n\propto V^2$. The correction alone gives $F=95.9\,\%$. Little of this rise comes from the rounded bottom. The square-root term bends the characteristic upward over the whole swing, and that curvature supplies most of it: curvature kept only where the square root dominates leaves $F$ at 95.1 %. The two terms are equal at about $1\times10^{11}$ cm⁻², reached at $|V|\approx0.075$ V. This is below the residual density and comparable with the thermal density given below ($0.8\times10^{11}$ cm⁻² each of electrons and holes at 300 K). In this device those carriers, rather than the square root, therefore shape the very bottom of the curve. With thermal carriers at 300 K and no residual carriers, the 95.9 % becomes 96.2 %. At the ideal peak density $E_F$ is 0.27 eV, which is not negligible beside a 2.0 V drive.

**Series resistance.** If $V_D$ is the supply voltage across the channel and a series resistance $R_s$, then $I=V_DG/(1+GR_s)$. Let $r=R_sI_0/V_D$. For small $r$,

$$\frac{I}{I_0}\simeq|\sin\theta|-r\sin^2\theta
=|\sin\theta|-\frac r2+\frac r2\cos2\theta.$$

The last term opposes the negative $a_2$, while the higher harmonics are unchanged at this order. The fraction therefore falls. The 50 Ω load alone gives $r=0.089$ and $F=94.1\,\%$, so even this load is not wholly negligible. Adding 200 Ω of contact resistance lowers $F$ to 90.3 %; then $r=0.44$, and the full expression is needed.

**Bias and feedthrough.** The middle of the channel sits at about $V_D/2=0.05$ V. If the gate bias is not readjusted, $\delta=0.025$ and $F=94.5\,\%$; integrating the conductivity along the channel instead of using the midpoint gives 94.6 %. Current through the gate capacitor adds a fundamental component. Taking the whole gate displacement current, 1.39 µA, as an upper bound on what this capacitor sends to the load gives 95.06 %. With everything else fixed, the feedthrough power grows as the square of frequency. At 10 MHz this bound would be about 3.4 % of the ideal $P_2$, and about 10 % of the reduced $P_2$ found below with all effects included. Contact-pad capacitance would add to it.

**Effects together.** Combining these effects with $a=0.05$ gives $F=93.8\,\%$, but $P_2$ drops from 141.2 to 47.4 nW. The fraction conceals a threefold loss of signal. It also depends on signs. The assumed asymmetry contributes $+0.05I_0\sin\theta$, whereas the channel potential contributes a fundamental of $-4\delta I_0/\pi=-0.032I_0$, so the two partly cancel. With the opposite asymmetry they would add, and to leading order in the otherwise ideal device $P_1/P_2$ would be 3.7 % instead of 0.2 %. With all effects included, $a=-0.05$ gives $F=91.3\,\%$.

**Limits of the estimate.** The material parameters are rough typical values for graphene on an oxide; mobility, residual density and contact resistance vary widely between samples. Among the effects taken singly here, series resistance moves the ideal 95.1 % furthest, by nearly five percentage points. The insulator field is 1.0 MV/cm, below a rough breakdown field of 5 MV/cm, and direct tunnelling through an assumed 3 eV barrier is negligible, with an estimated probability far below $10^{-50}$; leakage through defects is not included. Thermal carriers number $1.6\times10^{11}$ cm⁻² at 300 K and $2.9\times10^{11}$ cm⁻² at 400 K. They are fewer than the assumed residual carriers, but in a much cleaner sample they would set the minimum current. The transit time of 1.25 ns and the charging time of 0.69 ns are short beside the 1000 ns drive period, which supports the instantaneous response used here. The combined figure remains an estimate: it uses a zero-temperature Fermi energy and one mid-channel potential, it takes the mobility as independent of density, and it omits charge traps. Including thermal carriers at 300 K raises $F$ by about 0.1 percentage point and lowers $P_2$ by about 1 %. The numerical output below lists the separate cases.

## Numbers as computed

```
MgO relative permittivity (rough): 10
MgO thickness: 20 nm
channel width, length: 5, 5 um
mobility (rough): 2000 cm2/Vs
drain bias: 0.10 V; drive amplitude: 2.0 V
drive frequency: 1.0 MHz
load, contact resistance: 50, 200 ohm
gate capacitance: 0.4427 uF/cm2
current slope k: 88.54 uA/V
peak current I0: 177.1 uA
dc current: 112.7 uA
2nd harmonic amplitude: 75.16 uA
4th harmonic amplitude: 15.03 uA
dc load power: 635.5 nW
alternating load power: 148.51 nW
2nd harmonic power: 141.21 nW
mean square / I0^2, ac part: 0.094715
2nd harmonic power / (load I0^2): 0.090063
ideal fraction, formula: 95.088 %
ideal fraction, sampled waveform: 95.088 %
4th harmonic fraction: 3.804 %
6th and higher fraction: 1.108 %
2nd harmonic fraction if dc is counted: 18.01 %
residual carriers (rough): 5.0e+11 cm^-2
peak gate-induced carriers: 5.53e+12 cm^-2
Fermi energy at that density: 0.274 eV
slope asymmetry a (rough): 0.05
bias error delta: 0.025
P1/P2 from bias error: 0.563 %
P1/P2 from asymmetry: 1.388 %
gate displacement current amplitude: 1.39 uA
fraction with residual carriers: 96.036 %
fraction with quantum capacitance: 95.860 %
fraction with load resistance: 94.113 %
fraction with load + contacts: 90.308 %
fraction with slope asymmetry: 93.850 %
fraction with half-drain-bias shift: 94.539 %
fraction with capacitive feedthrough: 95.057 %
fraction with all these effects: 93.76 %
2nd harmonic power with all effects: 47.4 nW
peak insulator field: 1.00 MV/cm
breakdown field (rough): 5 MV/cm
tunnel barrier (rough): 3.0 eV
tunnel mass (rough): 0.4 electron masses
log10 of tunnelling probability: -79
thermal electrons + holes at 300 K: 1.62e+11 cm^-2
thermal electrons + holes at 400 K: 2.87e+11 cm^-2
mean drift velocity: 4.0e+05 cm/s
Fermi velocity (rough): 1.0e+08 cm/s
transit time: 1.25 ns
channel charging time at neutrality: 0.69 ns
drive period: 1000 ns
```
